# Appendix: weak-field ionisation rate of the hydrogen ground state

## A.1 A triangular barrier

Atomic units are used. An electron of energy $-\tfrac12$ moves on a line $s>0$ in the potential $-Fs$, $F>0$. Its local decay constant is $\kappa_s=\sqrt{1-2Fs}$, which vanishes at $s=1/(2F)$. The probability density falls across the barrier by $e^{-2\int\kappa_s ds}$ to exponential accuracy, and

$$2\int_0^{1/2F}\sqrt{1-2Fs}\,ds=\frac{2}{3F}.$$

This is the exponent for hydrogen. The prefactor is sensitive to the Coulomb tail. Adding $-Z/s$ lowers $\kappa_s$ by about $Z/(s\kappa_s)$, so $2\int\kappa_s$ falls by about $2Z\ln(1/F)$ and the rate gains a factor $F^{-2Z}$. The three-dimensional problem reduces to an equation of this form with $Z=\tfrac12$. For $H=-\tfrac12\nabla^2-1/r+Fz$ (non-relativistic, infinite nuclear mass, static field) the result is

$$\Gamma=w\,[1+O(F)],\qquad w=\frac4F\,e^{-2/(3F)},\qquad F\to0 .$$

The state is the resonance $E=E_0-i\Gamma/2$, regular at the nucleus and outgoing towards $z\to-\infty$. With time factor $e^{-iEt}$ the probability decays as $e^{-\Gamma t}$.

## A.2 Separation

Let $\xi=r+z$, $\eta=r-z$. Then $z=(\xi-\eta)/2$, $r=(\xi+\eta)/2$, and the distance from the axis is $\rho=\sqrt{r^2-z^2}=\sqrt{\xi\eta}$. From $d\rho=(\eta\,d\xi+\xi\,d\eta)/(2\sqrt{\xi\eta})$ and $dz=(d\xi-d\eta)/2$, the cross terms $+\tfrac12$ and $-\tfrac12$ in $d\rho^2+dz^2$ cancel, leaving

$$h_\xi^2=\frac{\xi+\eta}{4\xi},\quad h_\eta^2=\frac{\xi+\eta}{4\eta},\quad h_\phi^2=\xi\eta,\quad h\equiv h_\xi h_\eta h_\phi=\frac{\xi+\eta}{4}.$$

In orthogonal coordinates $\nabla^2=h^{-1}\sum_i\partial_i(h/h_i^2)\partial_i$. Here $h/h_\xi^2=\xi$ and $h/h_\eta^2=\eta$, so for a state independent of $\phi$

$$\nabla^2=\frac4{\xi+\eta}\left[\partial_\xi\xi\partial_\xi+\partial_\eta\eta\partial_\eta\right].$$

Multiply $(H-E)\psi=0$ by $-(\xi+\eta)/2$. The kinetic term becomes the bracket, $-1/r$ becomes $+1$, $Fz$ becomes $-F(\xi^2-\eta^2)/4$, and $-E$ becomes $E(\xi+\eta)/2$. With $\psi=f_1(\xi)f_2(\eta)/\sqrt\pi$ and $f_1(0)=f_2(0)=1$,

$$(xf')'+\left(\tfrac12Ex+\tfrac14\sigma Fx^2+\beta\right)f=0,\qquad\beta_1+\beta_2=1,\tag{1}$$

where $\sigma=-1$ for $(x,f,\beta)=(\xi,f_1,\beta_1)$ and $\sigma=+1$ for $(\eta,f_2,\beta_2)$. The field confines $\xi$ and opens $\eta$.

Put $\chi=\sqrt\eta f_2$. Then $\chi''=\sqrt\eta f_2''+f_2'/\sqrt\eta-f_2/(4\eta^{3/2})$, whose first two terms are $(\eta f_2')'/\sqrt\eta$. Using (1),

$$\chi''=\kappa^2\chi,\qquad\kappa^2=-\frac E2-\frac{\beta_2}\eta-\frac1{4\eta^2}-\frac{F\eta}4.\tag{2}$$

On the negative axis $\eta=2s$, and $4\kappa^2=-2E-2Fs-2\beta_2/s-1/(4s^2)$. The effective charge $Z$ of A.1 is $\beta_2$; the remainder $\beta_1$ binds the transverse motion.

## A.3 The rate as a flux

Since the potential is real, $\nabla\cdot\mathrm{Im}(\psi^*\nabla\psi)=\mathrm{Im}(\psi^*\nabla^2\psi)=-2\,\mathrm{Im}E\,|\psi|^2=\Gamma|\psi|^2$. Integrate over $\eta<\eta_c$ and call the enclosed norm $N$. The normal derivative is $h_\eta^{-1}\partial_\eta$, the area element is $h_\xi h_\phi\,d\xi\,d\phi$, and $h_\xi h_\phi/h_\eta=\sqrt{\eta/\xi}\sqrt{\xi\eta}=\eta$. Also $\chi^*\chi'=\eta f_2^*f_2'+\tfrac12|f_2|^2$, whose last term is real. The $\phi$ integral gives $2\pi/\pi=2$, so exactly

$$\Gamma N=2I_1\,\mathrm{Im}(\chi^*\chi')_{\eta_c},\qquad I_1=\int_0^\infty|f_1|^2d\xi.\tag{3}$$

By (2), $[\mathrm{Im}(\chi^*\chi')]'=\mathrm{Im}(\kappa^2)|\chi|^2$ with $\mathrm{Im}\,\kappa^2=O(\Gamma)$. The flux therefore builds up where $|\chi|^2$ is of order one, $\eta\sim1$, and is constant further out up to exponentially small relative changes. There $\kappa^2$ may be taken real.

## A.4 Inner region

Write $f=e^{-x/2}g$, $E=-\tfrac12+\delta E$, $\beta=\tfrac12+\delta\beta$. Differentiating, $(xf')'=e^{-x/2}[xg''+(1-x)g'-g/2+xg/4]$, so (1) becomes

$$xg''+(1-x)g'+\left(\delta\beta+\tfrac12\delta E\,x+\tfrac14\sigma Fx^2\right)g=0 .$$

At $F=0$, $g=1$ and $\psi_0=e^{-r}/\sqrt\pi$. At first order set $g=1$ in the last term, multiply by $e^{-x}$ and integrate. The first two terms form $(xe^{-x}g')'$ and drop out; $\int xe^{-x}=1$ and $\int x^2e^{-x}=2$ give $\delta\beta=-\delta E/2-\sigma F/2$. The constraint $\delta\beta_1+\delta\beta_2=0$ forces $\delta E=0$ at first order, so $\beta_2=\tfrac12-\tfrac F2$. Insert $g=1+ax+bx^2$: the derivative terms give $a+(4b-a)x-2bx^2$, which must equal $\sigma F/2-\sigma Fx^2/4$. Hence $a=\sigma F/2$, $b=\sigma F/8$, and $4b-a=0$ holds:

$$f=e^{-x/2}\left[1+\sigma F\left(\tfrac x2+\tfrac{x^2}8\right)\right].\tag{4}$$

Three consequences follow. First, $I_1=1-2F(\tfrac12+\tfrac28)=1-\tfrac32F$ at this order. Second, the correction to $\psi$ is $F\psi_1$ with $\psi_1=-\psi_0[(\xi-\eta)/2+(\xi^2-\eta^2)/8]=-\psi_0(z+rz/2)$. It is odd in $z$, so $N=1+O(F^2)$. With $\langle r^n\rangle=4(n+2)!/2^{n+3}$ the second-order energy coefficient is $\langle\psi_0|z|\psi_1\rangle=-\tfrac13(\langle r^2\rangle+\tfrac12\langle r^3\rangle)=-\tfrac13(3+\tfrac{15}4)=-\tfrac94$. Third, $\chi\approx\sqrt\eta\,e^{-\eta/2}$ requires $F\eta^2\ll1$.

To leading order, then, $\Gamma=2\,\mathrm{Im}(\chi^*\chi')$ with

$$2\kappa=\sqrt{1-F\eta-u},\qquad u=\frac2\eta+\frac1{\eta^2}.$$

The shifts of $E$ and $\beta_2$ are restored in A.7. The outer turning point solves $F\eta_2=1-u(\eta_2)$; one iteration gives $\eta_2\approx1/F-2$.

## A.5 Through the barrier

For $\chi_\mp=\kappa^{-1/2}e^{\mp\int\kappa}$, $\chi'/\chi=-\kappa'/(2\kappa)\mp\kappa$. Squaring this and adding its derivative gives $\chi''/\chi=\kappa^2+R$ with $R=3\kappa'^2/(4\kappa^2)-\kappa''/(2\kappa)$. The WKB forms thus solve (2) up to a relative error of order $\int|R|/\kappa$. For $1\ll\eta\ll1/F$, $\kappa\approx\tfrac12-1/(2\eta)-F\eta/4$, so $R=O(\eta^{-3})+O(F/\eta^2)+O(F^2)$, which contributes $O(\eta_0^{-2})$ from a lower limit $\eta_0$. For $F\eta\sim1$, $R\sim F^2$ over a length $1/F$ contributes $O(F)$. For $\eta\ge\eta_0$ the form fails only near $\eta_2$.

Choose $\eta_0$ in the window $1\ll\eta_0\ll F^{-1/2}$, where both WKB and the field-free $\chi$ hold. The inner solution decays, so it joins $\chi_-$:

$$\chi=C\kappa^{-1/2}e^{-\int_{\eta_0}^\eta\kappa},\qquad C^2=\kappa(\eta_0)\,\eta_0e^{-\eta_0}.\tag{5}$$

Near $\eta_2$, $\kappa^2\approx\tfrac F4(\eta_2-\eta)$; the slope has a relative correction $O(F)$, and the curvature of $1/(2\eta)$, of order $F^3$, changes the phase by $O[(F|\eta-\eta_2|)^{5/2}]$. With $s=(F/4)^{1/3}(\eta_2-\eta)$, (2) becomes $U''=sU$, usable for $|\eta-\eta_2|\ll1/F$, which includes $|s|\gg1$.

Define $\mathrm{Ai}(q)=(2\pi i)^{-1}\int e^{k^3/3-qk}dk$ along an upward vertical line with $\mathrm{Re}\,k>0$, where the integrand decays like a Gaussian. Then $\mathrm{Ai}''-q\,\mathrm{Ai}$ has the integrand $(k^2-q)e^{k^3/3-qk}$, a total derivative, and vanishes. For $|\arg q|<\pi$ the line may pass through $\sqrt q$. Setting $k=\sqrt q+i\tau$ gives the exponent $-\tfrac23q^{3/2}-\sqrt q\,\tau^2-i\tau^3/3$. Expanding in the cubic term, the Gaussian integral is $\sqrt\pi\,q^{-1/4}$, odd powers vanish, and the $\tau^6$ term is of relative order $|q|^{-3/2}$:

$$\mathrm{Ai}(q)\simeq\frac{e^{-\frac23q^{3/2}}}{2\sqrt\pi\,q^{1/4}} .$$

Let $U(s)=2e^{i\pi/6}\mathrm{Ai}(se^{2\pi i/3})$, in standard notation $\mathrm{Bi}(s)+i\,\mathrm{Ai}(s)$. It solves $U''=sU$ because $(e^{2\pi i/3})^3=1$. Put $\zeta=\tfrac23|s|^{3/2}$, which equals $|\int_\eta^{\eta_2}|\kappa|\,d\eta|$. For $s>0$, $\arg q=2\pi/3$, $q^{3/2}=-s^{3/2}$ and $q^{-1/4}=s^{-1/4}e^{-i\pi/6}$, so $U\simeq\pi^{-1/2}s^{-1/4}e^{\zeta}$. For $s<0$, $\arg q=-\pi/3$, $q^{3/2}=-i|s|^{3/2}$ and $q^{-1/4}=|s|^{-1/4}e^{i\pi/12}$, so $U\simeq\pi^{-1/2}|s|^{-1/4}e^{i\zeta+i\pi/4}$, a purely outgoing wave. Since $|\kappa|=(F/4)^{1/3}|s|^{1/2}$ on both sides, with $p=|\kappa|$ outside,

$$\kappa^{-1/2}e^{\int_\eta^{\eta_2}\kappa}\;\leftrightarrow\;p^{-1/2}e^{i\int_{\eta_2}^\eta p+i\pi/4},$$

with unit amplitude ratio. Write the exponential in (5) as $e^{-\int_{\eta_0}^{\eta_2}\kappa}e^{\int_\eta^{\eta_2}\kappa}$. Outside, $\mathrm{Im}(\chi^*\chi')=p|\chi|^2$, so

$$\Gamma\simeq2\kappa(\eta_0)\,\eta_0e^{-\eta_0}e^{-I},\qquad I=2\int_{\eta_0}^{\eta_2}\kappa\,d\eta.\tag{6}$$

The real form (5) carries no flux by itself; inside the barrier the flux comes from its interference with the exponentially smaller imaginary part of $U$.

## A.6 The barrier integral

Let $a=1-F\eta$ and $I(\lambda)=\int_{\eta_0}^{\eta_2(\lambda)}\sqrt{a-\lambda u}\,d\eta$, so $I=I(1)$. The integrand vanishes at the upper limit, so the moving limit adds nothing to $I'(\lambda)=-\tfrac12\int u\,(a-\lambda u)^{-1/2}d\eta$. With $\varsigma=\sqrt{1-F\eta_0}$:

$I(0)=\tfrac2{3F}\varsigma^3=\tfrac2{3F}-\eta_0+\tfrac14F\eta_0^2+O(F^2\eta_0^3)$, by the binomial series.

The $2/\eta$ part of $I'(0)$ is $-\int d\eta/(\eta\sqrt a)$. Substituting $y=\sqrt a$, $\eta=(1-y^2)/F$, $d\eta=-2y\,dy/F$,

$$\int_{\eta_0}^{1/F}\frac{d\eta}{\eta\sqrt a}=\int_0^\varsigma\frac{2\,dy}{1-y^2}=\ln\frac{(1+\varsigma)^2}{1-\varsigma^2}=\ln\frac4{F\eta_0}+O(F\eta_0).$$

The $1/\eta^2$ part is $-\tfrac12\int\eta^{-2}(1+\tfrac12F\eta+\dots)=-\tfrac1{2\eta_0}-\tfrac F4\Lambda+O(F)$, where $\Lambda=\ln[1/(F\eta_0)]$.

The part nonlinear in $\lambda$ is treated in two ranges. For $F\eta<\tfrac12$, expand: $-u^2/(8a^{3/2})=-\tfrac12\eta^{-2}(1+\tfrac32F\eta+\dots)+O(\eta^{-3})$ integrates to $-\tfrac1{2\eta_0}-\tfrac34F\Lambda+O(F,\eta_0^{-2})$. For $F\eta>\tfrac12$ this expansion diverges at the end point, so use $v=a-\lambda u$ as the variable in $I'(\lambda)$. The integrand becomes $v^{-1/2}$ times a function smooth in $v$ and in $\lambda F$, so $I'(\lambda)-I'(0)=O(F)$ there. Collecting,

$$I=L-\frac1{\eta_0}+\frac{F\eta_0^2}4-F\Lambda+O(\eta_0^{-2},F\eta_0),\qquad L=\frac2{3F}-\eta_0-\ln\frac4{F\eta_0}.\tag{7}$$

## A.7 Assembly and corrections

Inside the window $2\kappa(\eta_0)\to1$ and $I\to L$, so (6) gives

$$\Gamma\simeq\eta_0e^{-\eta_0}\cdot e^{-2/(3F)}\,e^{\eta_0}\,\frac4{F\eta_0}=\frac4F\,e^{-2/(3F)} .$$

The matching point cancels. Let $P$ be (6) divided by $w$, that is $P=2\kappa(\eta_0)e^{L-I}$. Since $\ln2\kappa(\eta_0)=-1/\eta_0+O(\eta_0^{-2},F\eta_0)$, the $1/\eta_0$ terms cancel and $\ln P=-F\eta_0^2/4+F\Lambda+O(\eta_0^{-2},F\eta_0)$. The term $-F\eta_0^2/4$ is the error of the field-free $\chi$: the square of the bracket in (4) supplies $+F\eta_0^2/4$. The condition $\eta_0\ll1/F$ alone is not enough. At $F=10^{-6}$ and $\eta_0=2000$ it holds, yet quadrature gives $\ln P=-1.002$, against $-0.0027$ at $\eta_0=100$.

Without the term $\beta_2/\eta$ the logarithm is absent from $I$ and $P\approx F\eta_0/4$; at $F=10^{-6}$, $\eta_0=100$ quadrature gives $\ln P=-10.594$ against $\ln(F\eta_0/4)=-10.597$. The factor $4/F$ comes from this term, which is the Coulomb attraction less the part $\beta_1$ taken by the transverse motion. It is not the effect of the Coulomb tail alone: for a short-range potential with the same binding energy the sum $\beta_1+\beta_2$ is 0 instead of 1 far out along the axis, so $\beta_1\approx\tfrac12$ leaves $\beta_2\approx-\tfrac12$, and the factor $F^{-2\beta_2}$ makes the prefactor proportional to $F$.

A shift $\delta\beta_2$ gives $\delta\kappa=-\delta\beta_2/(2\kappa\eta)$ and $-\delta I=2\,\delta\beta_2\int d\eta/(\eta\sqrt a)=-F\ln[4/(F\eta_0)]$. Its logarithm $-F\Lambda$ cancels the $+F\Lambda$ above, which leaves a first correction of order $F$ with no $F\ln F$. A shift $\delta E$ gives $\delta\kappa=-\delta E/(4\kappa)$ and $-\delta I=\delta E\int d\eta/\sqrt a\approx2\,\delta E/F=-\tfrac92F$: a shift of order $F^2$ acts over a length $1/F$. At $F=10^{-6}$, $\eta_0=100$ the two computed changes of $\ln P$ are $-1.060\times10^{-5}$ and $-4.500\times10^{-6}$. These, $I_1$ and the WKB error all enter the coefficient of $F$, which is obtained here numerically only.

## A.8 Computing the exact width

Inserting $f=\sum a_nx^n$ in (1) and collecting $x^n$ gives, for the terms $t_n=a_nx^n$ with $t_0=1$,

$$t_{n+1}=-\frac{\beta x\,t_n+\tfrac12Ex^2t_{n-1}+\tfrac14\sigma Fx^3t_{n-2}}{(n+1)^2},$$

which converges for every complex $x$. Solve $f_1(\xi_e)=0$ and $f_2(\eta_e)=0$ for complex $(E,\beta_1)$ by Newton iteration from $E=-\tfrac12-\tfrac94F^2$, $\beta_1=\tfrac12+\tfrac F2$. Take $\xi_e$ real and large; the growing solution is then suppressed at least as strongly as $e^{-\xi_e}$, up to a power of $\xi_e$, and more strongly once $F\xi_e$ is not small, because the field adds to the confinement. For $\eta_e$, the ratio of outgoing to incoming wave is $e^{2i\int p}$ with $2\int p\approx\tfrac2{3F}(F\eta-1)^{3/2}$. At $F\eta_e=1+\varrho e^{i\pi/3}$ this ratio is $\exp[-\tfrac2{3F}\varrho^{3/2}]$, so a zero there imposes the outgoing condition to that relative accuracy. The working precision must cover the cancellation among the $t_n$ and resolve $\mathrm{Im}E$ against $\mathrm{Re}E\approx-\tfrac12$; at $F=0.016$, $\Gamma=1.73\times10^{-16}$ is already at the rounding level of double precision. Evaluate $w$ through its logarithm when $F$ is so small that $w$ would underflow.

| $F$ | $\Gamma$ | $\Gamma/w$ |
|---|---|---|
| 0.008 | $2.995\times10^{-34}$ | 0.930 |
| 0.01 | $4.071\times10^{-27}$ | 0.913 |
| 0.02 | $5.546\times10^{-13}$ | 0.831 |
| 0.05 | $7.718\times10^{-5}$ | 0.596 |

At $F=0.05$, complex scaling in a spherical basis, which does not use the separation, gives the same $\Gamma=7.71842\times10^{-5}$ to six figures. A polynomial through six fields from 0.008 to 0.025 extrapolates $\Gamma/w$ to 1.000003 at $F=0$ with slope $-8.92$; the extrapolation fixes three figures of the slope, the fourth being uncertain by about 0.001. Passing $CF^{-b}e^{-a/F}$ times the exponential of a cubic in $F$, with $a,b,C$ free, through the same six points (six parameters, so an interpolation with no residual) gives $a=0.66666$, $b=0.997$, $C=4.07$; it pins $C$ loosely, because over this narrow range of fields an error in $b$ is largely compensated by one in $\ln C$. The numerical check printed below also tests (3), the WKB transmission, and (7) apart from its $F\Lambda$ term, which lies below the tolerance of that test.

The formula overestimates the width at every field computed, and by $\Gamma/w\approx1-8.92F$ the leading relative correction is about $9F$, which is already 9% at $F=0.01$. The derivation fails when the window closes, that is when $F^{-1/2}$ is no longer large compared with the inner turning point near $\eta\approx2.5$, and it does not cover time-dependent fields or excited states.

## A.9 Worked example: H at $F=0.02$

The field is $1.028\times10^{10}$ V/m. The turning points are $\eta_1=2.52$ and $\eta_2=47.89$ bohr, the latter close to $1/F-2=48.0$. Then

$$w=200\times e^{-33.3333}=200\times3.33824\times10^{-15}=6.676\times10^{-13}.$$

Dividing by the atomic unit of time, $2.41888\times10^{-17}$ s, gives $2.76\times10^4\ \mathrm{s^{-1}}$, a lifetime of 36.2 µs. The exact width of the model is $5.546\times10^{-13}$, or $2.29\times10^4\ \mathrm{s^{-1}}$ and 43.6 µs. The ratio is $5.546/6.676=0.831$, so $w$ is too large by 20% relative to $\Gamma$. The linear correction gives $1-8.92\times0.02=0.822$.

The exact identity (3) reproduces the width: $2\times0.97154\times2.87236\times10^{-13}/1.00637=5.546\times10^{-13}$.

The window is narrow: $\eta_0$ must lie well above $\eta_1$ and well below $F^{-1/2}=7.07$. At $\eta_0=5$, $\kappa=0.33912$, $I=24.5428$ and $L=24.6445$, so $P=0.67824\,e^{0.1017}=0.751$. The terms $-F\eta_0^2/4=-0.125$ and $F\Lambda=+0.046$ do not account for $\ln P=-0.287$. The neglected terms in $F\eta_0=0.1$ and $\eta_0^{-2}=0.04$, each with a coefficient close to $-1$, add about $-0.14$, and higher orders supply the remaining $-0.07$. This $P$ depends on $\eta_0$ and is not an estimate of $\Gamma/w$.

For a real atom the reduced mass $\mu$ matters. The binding energy scales as $\mu$, the decay constant as $\mu$ and the barrier length as $\mu$, so the exponent scales as $\mu^2$. With $1-\mu=5.44\times10^{-4}$ and an exponent of 33.3, the exponent falls by $2\times5.44\times10^{-4}\times33.3\approx0.036$. Rescaling lengths by $1/\mu$ and energies by $\mu$ gives $\Gamma_\mu(F)=\mu\,\Gamma(F/\mu^2)$, so the prefactor carries $\mu^3$ and takes back about 0.002. The rate rises by about 3.5% and the lifetime falls from 43.6 to 42.1 µs. The infinite-mass value is therefore not reliable for a real atom even in its second figure.

## Numbers as computed

```
matching tests, eta0 = F^(-1/3), all a.u.
F=1e-04 eta0=21.5 remainder=-0.03547 lnP=-0.01562
F=1e-06 eta0=100.0 remainder=-0.00751 lnP=-0.00269
F=1e-08 eta0=464.2 remainder=-0.00162 lnP=-0.00055
F=1e-6 eta0=2000 (outside window): lnP=-1.0023
F=1e-6 eta0=100 no Coulomb term: lnP=-10.5942, ln(F eta0/4)=-10.5966
F=1e-6 eta0=100 change of lnP: beta2 shift -1.060e-05, E shift -4.500e-06
F, Re E (Eh), exact Gamma, w formula (a.u.), Gamma/w
0.008 -0.500144229 2.99468e-34 3.21931e-34 0.93022
0.01 -0.500225560 4.07077e-27 4.45753e-27 0.91323
0.0125 -0.500352938 1.96452e-21 2.20180e-21 0.89223
0.016 -0.500579726 1.73170e-16 2.00603e-16 0.86325
0.02 -0.500909224 5.54590e-13 6.67648e-13 0.83066
0.025 -0.501429292 3.31834e-10 4.19695e-10 0.79065
0.05 -0.506105425 7.71842e-05 1.29568e-04 0.59571
second-order coefficient E2 = -2.2500; (ReE+1/2)/F^2 at F=0.008 = -2.2536
(beta2-1/2)/F at F=0.008 = -0.5002
Gamma/w extrapolated to F=0: 1.000003; slope in F: -8.918
free fit C F^-b exp(-a/F): a=0.66666 b=0.997 C=4.07
F=0.05 eta_c=30: I1=0.93299 N=1.05020 Im(chi* chi')=4.34407e-05
F=0.02 eta_c=75: I1=0.97154 N=1.00637 Im(chi* chi')=2.87236e-13
F=0.01 eta0=20: exact flux / WKB-transmitted flux = 0.9969
complex scaling F=0.05: Re E=-0.506105425 Eh, Gamma=7.71842e-05 a.u.
example: F = 0.02 a.u. = 1.0284e+10 V/m
turning points eta1=2.5236, eta2=47.8901 bohr; 1/F-2=48.0 bohr
window edge F^(-1/2) = 7.071 bohr
2/(3F)=33.3333, exp(-2/(3F))=3.33824e-15, 4/F=200.0
eta0=5 bohr: kappa=0.33912 1/bohr, 2 int kappa=24.5428
eta0=5 bohr: leading form of integral=24.6445, P=0.7508
atomic unit of time = 2.41888e-17 s
w = 6.67648e-13 a.u. = 2.7601e+04 1/s, lifetime 36.23 microsecond
Gamma = 5.54590e-13 a.u. = 2.2928e+04 1/s, lifetime 43.62 microsecond
Gamma/w = 0.8307; 1 + slope*F = 0.8216
```
